# Repairable Yield of a Memory Block with Four Spare Rows: a program that tests the result

```python
"""
Result under test: if the number N of faulty rows in a memory block is Poisson
with mean m = 2, and s = 4 fault-free spares each replace one faulty row, then
the repairable yield is Y = P(N <= 4) = 7 exp(-2), about 94.7 percent.

Symbols: m mean faulty rows per block; s spare rows; R regular rows;
C cells per row; q row fault probability; p cell fault probability;
a shape of the gamma distribution of the mean (clustering);
b mean number of bit-line faults per block.
The array size and fault scenarios are round model parameters.
"""
import math
import numpy as np
from scipy import integrate, stats


def poisson_terms(mean, last):
    """Poisson probabilities from 0 to last, built by recurrence."""
    terms = [math.exp(-mean)]
    for k in range(1, last + 1):
        terms.append(terms[-1] * mean / k)
    return terms


def repair_yield(mean, spares):
    return sum(poisson_terms(mean, spares))


m, s = 2.0, 4
R, C = 1024, 1024
a, b = 2.0, 0.01
q = m / R
p = -math.expm1(math.log1p(-q) / C)

terms = poisson_terms(m, s)
Y = repair_yield(m, s)

# The closed form and the sum against an integral evaluated by quadrature.
tail_integral, _ = integrate.quad(
    lambda t: t**s * math.exp(-t) / math.factorial(s), m, math.inf)
assert abs(Y - tail_integral) < 1e-8
assert abs(7 * math.exp(-2) - tail_integral) < 1e-8
assert abs(100 * tail_integral - 94.7) < 0.05

# The Poisson terms as the limit of many independent rows.
many_rows = 1_000_000
for k, term in enumerate(terms):
    assert abs(stats.binom.pmf(k, many_rows, m / many_rows) - term) < 1e-5

# Sensitivity to the mean, by central difference of the quadrature result.
def integral_yield(mean):
    return integrate.quad(
        lambda t: t**s * math.exp(-t) / math.factorial(s),
        mean, math.inf, epsabs=1e-12, epsrel=1e-12)[0]


step = 1e-3
slope = (integral_yield(m + step) - integral_yield(m - step)) / (2 * step)
assert abs(slope + terms[s]) < 1e-5

# Finite number of rows: exact binomial sum against the first correction.
Y_finite = stats.binom.cdf(s, R, q)
finite_shift = Y_finite - Y
finite_formula = m**2 / (2 * R) * (terms[s - 1] - terms[s])
assert abs(finite_shift / finite_formula - 1) < 0.02

# Spares that can fail: sum over the number of good spares.
Y_bad_spares = sum(
    stats.binom.pmf(good, s, 1 - q) * stats.binom.cdf(good, R, q)
    for good in range(s + 1))
assert abs(Y_bad_spares - stats.binom.cdf(s, R + s, q)) < 1e-10

# Clustering: average over a gamma-distributed mean, against the count law.
Y_cluster, _ = integrate.quad(
    lambda x: stats.gamma.pdf(x, a, scale=m / a) * repair_yield(x, s),
    0, math.inf)
cluster_law = stats.nbinom(a, a / (a + m))
assert abs(Y_cluster - cluster_law.cdf(s)) < 1e-7
cluster_variance = m + m**2 / a
assert abs(cluster_law.mean() - m) < 1e-10
assert abs(cluster_law.var() - cluster_variance) < 1e-10

# Simulation from individual cells; a row is faulty if any cell is faulty.
rng = np.random.default_rng(12345)
batches, batch_size = 30, 1000
counts = []
for _ in range(batches):
    faulty_cells = rng.binomial(C, p, size=(batch_size, R))
    counts.append(np.count_nonzero(faulty_cells, axis=1))
counts = np.concatenate(counts)
blocks = len(counts)
Y_sim = np.mean(counts <= s)
sim_error = math.sqrt(Y * (1 - Y) / blocks)
# Tolerances of 4.5 standard errors allow for sampling noise.
assert abs(Y_sim - Y) < 4.5 * sim_error
assert abs(counts.mean() - m) < 4.5 * math.sqrt(m / blocks)

# A bit-line fault makes every row of the simulated block faulty.
line_faults = rng.poisson(b, size=blocks)
counts_with_lines = np.where(line_faults > 0, R, counts)
lost_sim = Y_sim - np.mean(counts_with_lines <= s)
Y_lines = Y * math.exp(-b)
lost_formula = Y - Y_lines
lost_error = math.sqrt(lost_formula * (1 - lost_formula) / blocks)
assert abs(lost_sim - lost_formula) < 4.5 * lost_error

Y_ten = repair_yield(1.1 * m, s)
Y_double = repair_yield(2 * m, s)
assert abs(Y_double - integral_yield(2 * m)) < 1e-8

print(f"Mean faulty rows per block: {m:.1f} rows")
print(f"Fault-free spare rows: {s} rows")
print(f"Regular rows per block: {R} rows")
print(f"Cells per row: {C} cells")
print(f"Row fault probability: {100*q:.4f} percent")
print(f"Cell fault probability: {1e6*p:.3f} ppm")
print(f"Mean faulty cells per block: {R*C*p:.4f} cells")
print(f"exp(-m): {math.exp(-m):.6f} (dimensionless)")
for k, term in enumerate(terms):
    print(f"Probability of {k} faulty rows: {100*term:.3f} percent")
print(f"Repairable yield: {100*Y:.3f} percent")
print(f"Repairable yield as a fraction: {Y:.6f} (dimensionless)")
print(f"Yield from tail integral: {100*tail_integral:.3f} percent")
print(f"Unrepairable blocks: {100*(1-Y):.3f} percent")
for spares in range(7):
    print(f"Yield with {spares} spares: "
          f"{100*repair_yield(m, spares):.3f} percent")
print(f"Simulated blocks: {blocks} blocks")
print(f"Simulated yield: {100*Y_sim:.2f} percent")
print(f"Standard error of simulation: {100*sim_error:.2f} points")
print(f"Yield slope: {100*slope:.3f} points per extra mean faulty row")
print(f"Finite-row yield: {100*Y_finite:.3f} percent")
print(f"Finite-row shift, exact: {100*finite_shift:.4f} points")
print(f"Finite-row shift, formula: {100*finite_formula:.4f} points")
print(f"Yield if spares can fail: {100*Y_bad_spares:.3f} percent")
print(f"Shift from faulty spares: "
      f"{100*(Y_bad_spares-Y_finite):.4f} points")
print(f"Clustering shape a: {a:.1f} (dimensionless)")
print(f"Clustered count variance: {cluster_variance:.1f} rows^2")
print(f"Yield with clustering: {100*Y_cluster:.3f} percent")
print(f"Shift from clustering: {100*(Y_cluster-Y):.3f} points")
print(f"Mean bit-line faults per block: {b:.2f} faults")
print(f"Yield with bit-line faults: {100*Y_lines:.3f} percent")
print(f"Shift from bit-line faults: {100*(Y_lines-Y):.3f} points")
print(f"Simulated bit-line shift: {-100*lost_sim:.3f} points")
print(f"Yield at mean {1.1*m:.1f} rows: {100*Y_ten:.3f} percent")
print(f"Shift for ten percent higher mean: {100*(Y_ten-Y):.3f} points")
print(f"Yield at mean {2*m:.1f} rows: {100*Y_double:.3f} percent")
print(f"Shift for doubled mean: {100*(Y_double-Y):.3f} points")
print("PASS")
```

Printed output:

```
Mean faulty rows per block: 2.0 rows
Fault-free spare rows: 4 rows
Regular rows per block: 1024 rows
Cells per row: 1024 cells
Row fault probability: 0.1953 percent
Cell fault probability: 1.909 ppm
Mean faulty cells per block: 2.0020 cells
exp(-m): 0.135335 (dimensionless)
Probability of 0 faulty rows: 13.534 percent
Probability of 1 faulty rows: 27.067 percent
Probability of 2 faulty rows: 27.067 percent
Probability of 3 faulty rows: 18.045 percent
Probability of 4 faulty rows: 9.022 percent
Repairable yield: 94.735 percent
Repairable yield as a fraction: 0.947347 (dimensionless)
Yield from tail integral: 94.735 percent
Unrepairable blocks: 5.265 percent
Yield with 0 spares: 13.534 percent
Yield with 1 spares: 40.601 percent
Yield with 2 spares: 67.668 percent
Yield with 3 spares: 85.712 percent
Yield with 4 spares: 94.735 percent
Yield with 5 spares: 98.344 percent
Yield with 6 spares: 99.547 percent
Simulated blocks: 30000 blocks
Simulated yield: 94.76 percent
Standard error of simulation: 0.13 points
Yield slope: -9.022 points per extra mean faulty row
Finite-row yield: 94.752 percent
Finite-row shift, exact: 0.0176 points
Finite-row shift, formula: 0.0176 points
Yield if spares can fail: 94.682 percent
Shift from faulty spares: -0.0707 points
Clustering shape a: 2.0 (dimensionless)
Clustered count variance: 4.0 rows^2
Yield with clustering: 89.062 percent
Shift from clustering: -5.672 points
Mean bit-line faults per block: 0.01 faults
Yield with bit-line faults: 93.792 percent
Shift from bit-line faults: -0.943 points
Simulated bit-line shift: -0.950 points
Yield at mean 2.2 rows: 92.750 percent
Shift for ten percent higher mean: -1.984 points
Yield at mean 4.0 rows: 62.884 percent
Shift for doubled mean: -31.851 points
PASS
```
